\section*{Why Fast Implanted Ions Leave a Tail Towards the Surface}

\section{A wrong cause gives wrong predictions}

At 200 keV, boron implanted in silicon has a depth profile with a tail towards the surface, while the arsenic profile leans inward. Boron is lighter than silicon and can be thrown backwards in one collision; arsenic is heavier and cannot. If this were the cause of the difference, arsenic would lean inward at every energy and boron towards the surface at every energy. Both predictions fail in the model below: 5 MeV arsenic has a strong surface tail, and 1 keV boron leans inward. At those energies, a profile guessed from the mass ratio alone would have its tail on the wrong side.

The comparison changes two things at once, the mass ratio and the stopping regime, which is set by the reduced energy and the strength of electronic stopping. These notes separate them and then weigh the part that backscattering does play.

Depth $x$ grows inward, and the beam enters along the normal. The skewness is
\begin{equation}
S=\frac{\langle(x-\langle x\rangle)^3\rangle}{\langle(x-\langle x\rangle)^2\rangle^{3/2}},
\end{equation}
so a surface tail makes $S$ negative. Silicon is taken as amorphous, collisions as binary and independent, and the medium as unbounded; the effect of a real surface is weighed later.

\section{What one collision can do}

An ion of mass $M_1$ and energy $E$ gives energy $T$ to a silicon atom of mass $M_2$ at rest. Let $u=T/E$, $\mu=M_2/M_1$, and let $\varphi$ be the deflection of the ion in the laboratory. The recoil momentum is the difference of the ion momenta $\mathbf p$ and $\mathbf p'$, so
\begin{equation}
p^2+p'^2-2pp'\cos\varphi=2M_2T .
\end{equation}
Inserting $p^2=2M_1E$ and $p'^2=2M_1E(1-u)$, and dividing by $2M_1E$, gives
\begin{equation}
2-u-2\sqrt{1-u}\,\cos\varphi=\mu u,
\qquad
\cos\varphi=\frac{1-(1+\mu)u/2}{\sqrt{1-u}} .
\label{cosine}
\end{equation}
The condition $\cos^2\varphi\le1$ reads $(1+\mu)^2u^2/4\le\mu u$, hence
\begin{equation}
0\le u\le\gamma,\qquad \gamma=\frac{4\mu}{(1+\mu)^2}.
\end{equation}

The ion turns backwards when $u>2/(1+\mu)$. This lies below $\gamma$ if and only if $\mu>1$. For $\mu<1$, put $w=\sqrt{1-u}$ in (\ref{cosine}):
\begin{equation}
\cos\varphi=\frac{1-\mu}{2w}+\frac{(1+\mu)w}{2}\ge\sqrt{1-\mu^2},
\end{equation}
because a sum of two positive terms is at least twice the root of their product. Thus $\sin\varphi\le\mu$. Boron has $\mu=2.55$ and can be reversed; arsenic has $\mu=0.375$ and is deflected by at most $22^\circ$ in one collision.

\section{The transport equation}

With nuclear charges $Z_1,Z_2$ and $a_B=\hbar^2/(me^2)$, define
\begin{align}
a&=\frac12\left(\frac{3\pi}{4}\right)^{2/3}
\frac{a_B}{(Z_1^{2/3}+Z_2^{2/3})^{1/2}},\\
\varepsilon&=\frac{aM_2E}{Z_1Z_2e^2(M_1+M_2)},\qquad
\rho=\pi a^2N\gamma x,
\end{align}
where $N$ is the atomic density. The Thomas--Fermi cross-section is $d\sigma=\pi a^2f(q)\,dq/q^2$, with $q=\varepsilon\sqrt{u/\gamma}$ and
\begin{equation}
f(q)=\frac{\lambda q^{1/3}}{[1+(2\lambda q^{4/3})^{2/3}]^{3/2}},\qquad \lambda=1.309 .
\end{equation}
Dividing $N\,d\sigma\,dx$ by $d\rho$ gives the collision rate per unit reduced path, $d\nu=f(q)\,dq/(\gamma q^2)$. Electronic stopping is proportional to velocity, $d\varepsilon/d\rho=-k\sqrt\varepsilon$, with the Lindhard--Scharff coefficient
\begin{equation}
k=\frac{S_e\sqrt\varepsilon}{\pi a^2\gamma E},\qquad
S_e=\frac{8\pi e^2a_BZ_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{\hbar v}{e^2}.
\end{equation}
Since $S_e\propto\sqrt E$ and $\varepsilon\propto E$, $k$ is constant. In this model the skewness depends on $\mu$, $k$ and the initial $\varepsilon$.

Let $M_n(\varepsilon,\eta)$ be the mean $n$th power of the final reduced depth for an ion starting at depth zero with direction cosine $\eta$. Follow it over a short path $\delta\rho$. It advances by $\eta\,\delta\rho$, loses energy to electrons, and may collide:
\begin{multline}
M_n(\varepsilon,\eta)=M_n(\varepsilon,\eta)+n\eta\,\delta\rho\,M_{n-1}
-k\sqrt\varepsilon\,\delta\rho\,\frac{\partial M_n}{\partial\varepsilon}\\
-\delta\rho\int d\nu\,[M_n(\varepsilon,\eta)-\overline{M_n(\varepsilon(1-u),\eta')}] .
\end{multline}
The bar averages over azimuth. Expand $M_n=\sum_lM_{nl}(\varepsilon)P_l(\eta)$. The addition theorem gives $\overline{P_l(\eta')}=P_l(\cos\varphi)P_l(\eta)$, so
\begin{multline}
k\sqrt\varepsilon\,\frac{dM_{nl}}{d\varepsilon}
+\int d\nu\,[M_{nl}(\varepsilon)-P_l(\cos\varphi)M_{nl}(\varepsilon(1-u))]\\
=n(\eta M_{n-1})_l .
\label{transport}
\end{multline}
The rate of very soft collisions diverges, but the bracket vanishes in proportion to $u$ and the integral is finite. From $\eta P_l=[(l+1)P_{l+1}+lP_{l-1}]/(2l+1)$, the right-hand sides are
\begin{align}
(1,1)&:\ 1, & (2,0)&:\ \tfrac23M_{11}, & (2,2)&:\ \tfrac43M_{11},\nonumber\\
(3,1)&:\ 3(M_{20}+\tfrac25M_{22}), & (3,3)&:\ \tfrac95M_{22}. &&
\label{sources}
\end{align}
For normal incidence $M_n=\sum_lM_{nl}$, and the third central moment is $M_3-3M_1M_2+2M_1^3$.

\section{First contribution: nuclear stopping alone}

Set $k=0$ and take $f$ constant, the power law with exponent $m=1/2$. Then $dq=\varepsilon\,du/(2\sqrt{\gamma u})$ and $q^2=\varepsilon^2u/\gamma$, so
\begin{equation}
d\nu=\frac{C}{\varepsilon}\,u^{-3/2}du,\qquad C=\frac{f}{2\sqrt\gamma}.
\end{equation}
The trial form $M_{nl}=A_{nl}\varepsilon^n$ makes both sides of (\ref{transport}) proportional to $\varepsilon^{n-1}$. What remains is algebraic: each $A_{nl}$ is its source from (\ref{sources}), with $M$ replaced by $A$, divided by $CI_{nl}$, where
\begin{equation}
I_{nl}=\int_0^\gamma u^{-3/2}[1-(1-u)^nP_l(\cos\varphi)]\,du .
\end{equation}
Every $n$th moment carries $C^{-n}$, so $C$ and the energy cancel from $S$.

The result is $S=+0.47$ for boron and $+0.48$ for arsenic. Boron's backward collisions are fully present here, yet its profile leans inward, almost as arsenic's does. The ability to scatter backwards is therefore not sufficient for a surface tail.

These values belong to the power law, not to nuclear stopping at every energy. At high $\varepsilon$ the full $f$ falls and strong collisions become rare. Solving (\ref{transport}) with $k=0$ and the full $f$ at $\varepsilon=22.6$ gives $S=-0.03$ for boron's mass ratio and $-0.19$ for arsenic's. A high reduced energy thus removes the inward lean by itself. At this $\varepsilon$ the strong tail needs electronic stopping as well; at $\varepsilon=1000$, nuclear stopping alone already gives about $-0.4$ for boron's mass ratio and $-0.9$ for arsenic's.

\section{Second contribution: electronic stopping with rare collisions}

Without nuclear collisions the path is straight and its length is
\begin{equation}
R(\varepsilon)=\int_0^\varepsilon\frac{d\varepsilon'}{k\sqrt{\varepsilon'}}=\frac{2\sqrt\varepsilon}{k}.
\end{equation}
Nuclear losses shorten the path and deflections tilt it, so no ion can end deeper than $R(\varepsilon_0)$, where $\varepsilon_0$ is the initial energy.

Let one collision occur at energy $\varepsilon$. The ion would have gone a further $R(\varepsilon)$ inward; instead it goes $R(\varepsilon)\sqrt{1-u}$ in direction $\varphi$. With (\ref{cosine}), the lost depth is
\begin{equation}
D=R(\varepsilon)[1-\sqrt{1-u}\,\cos\varphi]=R(\varepsilon)\,\frac{(1+\mu)u}{2}>0 .
\end{equation}
The root cancels, and nothing special happens at $\varphi=90^\circ$. Forward and backward collisions both make the ion stop short.

Multiply the nuclear rate by a small strength $s$, and let $\Delta=R(\varepsilon_0)-x$ be the total shortfall, with $x$ in units of $\rho$. Then
\begin{equation}
\langle(x-\langle x\rangle)^3\rangle=-\langle\Delta^3\rangle+3\langle\Delta^2\rangle\langle\Delta\rangle-2\langle\Delta\rangle^3 .
\end{equation}
Each mean is of order $s$, so the last two terms are of order $s^2$ and $s^3$. To first order single collisions suffice, and the ion spends a path $d\varepsilon/(k\sqrt\varepsilon)$ in each energy interval:
\begin{equation}
\langle(x-\langle x\rangle)^3\rangle\simeq
-s\int_0^{\varepsilon_0}\frac{d\varepsilon}{k\sqrt\varepsilon}\int d\nu\,D^3<0 .
\label{first}
\end{equation}
The sign holds for every mass ratio.

Backward collisions have large $u$ and hence large $D^3$. At large $q$, $f\simeq1/(2q)$, which gives $d\nu\simeq du/(4\varepsilon^2u^2)$. The weight $u^3/u^2=u$ integrates to $u^2/2$, so for $\mu>1$ the backward share of (\ref{first}) is
\begin{equation}
1-\left[\frac{2/(1+\mu)}{\gamma}\right]^2=1-\left(\frac{1+\mu}{2\mu}\right)^2 .
\end{equation}
For boron this is $1-(3.55/5.10)^2\simeq0.52$. The full $f$ gives 54\% at 200 keV. In this limit backscattering supplies about half of boron's third moment, while arsenic has a negative third moment without it.

\section{From rare collisions to real boron}

The weak-scattering limit fixes a sign, but not the size of the real tail. For 200 keV boron, the third moment divided by $s$ is $-4776$, $-3599$, $-1231$ and $-125$, in units of $\rho^3$, at $s=0.001$, $0.01$, $0.1$ and $1$. It is negative at all four strengths, but at full strength its magnitude is about 40 times below the first-order value of 4970.

Many collisions alone would not cause this, because the third central moments of independent shortfalls add. But the shortfalls are not independent: earlier collisions have already taken energy and changed the direction, so later ones have less depth to remove. Simple addition at full strength would give a mean shortfall of about 215, far above the largest possible shortfall of 88, which is twice the range $R(\varepsilon_0)=44$. The first-order formula ignores this limit. Neither its size nor the 54\% share may therefore be carried over to real boron.

The weight of backscattering at full strength is found by intervening in (\ref{transport}):

\begin{center}
\begin{tabular}{lcc}
Backward collisions & Third moment ($\rho^3$) & $S$\\
kept & $-125$ & $-1.34$\\
sent forward, same energy loss & $-107$ & $-1.24$\\
deleted & $-97$ & $-1.22$
\end{tabular}
\end{center}

Sending the ions forward replaces $\cos\varphi$ by $|\cos\varphi|$ and so isolates direction. It reduces the magnitude of the third moment by 14\%; deletion, which also removes energy losses, reduces it by 22\%. The skewness changes by only 8--9\%, because the width shrinks too. Backscattering enhances the tail, but most of the skewness survives without it.

\section{Mass ratio against stopping regime}

The two confounded causes can now be exchanged. The stopping regime means the pair $(k,\varepsilon_0)$ belonging to each ion at 200 keV. The entries are $S$:

\begin{center}
\begin{tabular}{lcc}
 & boron's regime & arsenic's regime\\
boron's $\mu$ & $-1.34$ & $+0.21$\\
arsenic's $\mu$ & $-1.38$ & $+0.19$
\end{tabular}
\end{center}

Changing the regime moves $S$ by about 1.6 and reverses its sign. The reversal comes from $\varepsilon_0$: for boron's mass ratio, exchanging $k$ alone gives $-1.07$ at boron's $\varepsilon_0$ and $+0.09$ at arsenic's, with no change of sign. Exchanging the mass ratio moves $S$ by only 0.02 to 0.04. So small a shift is special to this pair, whose ratios are nearly reciprocal and have almost the same $\gamma$ (0.81 and 0.79). In boron's regime $S$ is about $-1.0$ at $\mu=0.13$, $-1.5$ at $\mu=0.9$ and $-0.6$ at $\mu=28$: the mass ratio can change the size considerably, but over this range of $\mu$ the sign stays negative in boron's regime and positive in arsenic's. An ion with arsenic's mass ratio, unable to turn back in one collision, even has a slightly more negative skewness in boron's regime than boron itself.

Real ions move between regimes as their energy changes. Boron goes from $S=+0.37$ at 1 keV to $-2.6$ at 1 MeV, and arsenic from $+0.34$ at 100 keV to $-2.1$ at 20 MeV. The signs change near 12 keV and 390 keV. These energies differ by a factor of 33, but the reduced energies are $11.9\times0.1130=1.34$ and $389\times0.004786=1.86$, a factor of 1.4. A comparison at 200 keV thus catches the ions on opposite sides of a change that both undergo.

\section{The 200 keV profiles in numbers}

The density is $5\times10^{22}$ atoms/cm$^3$. For boron,
\begin{equation}
\varepsilon_0=200\times0.1130=22.6,\qquad
R=\frac{2\sqrt{22.6}}{0.2163}=44.0 .
\end{equation}
One unit of $\rho$ is 31.3 nm, so the bound is 1.38 $\mu$m. The mean depth is 0.71 $\mu$m, or 52\% of the bound, and the standard deviation is 0.14 $\mu$m. For arsenic, $\varepsilon_0=0.957$ and the bound is 0.99 $\mu$m, but the mean depth is 0.11 $\mu$m, only 11\% of the bound, with a deviation of 0.04 $\mu$m. For arsenic at 20 MeV that fraction is 73\%, and the tail has changed sides.

Simulated individual histories give $S=-1.37\pm0.04$ for boron and $+0.22\pm0.02$ for arsenic at 200 keV, where the uncertainties are sampling errors. They agree with the moment equation within the tolerances tested; the numerical output lists the values.

The histories also show how sensitive a third moment is to rare ions. Only 0.13\% of the boron ions cross the surface, yet leaving them out changes $S$ by about 0.12, from $-1.37$ to $-1.24$ in this sample, where each value carries a sampling error of about 0.04. This shift is comparable to that from redirecting all backward collisions. A skewness computed for an unbounded medium must therefore state whether such ions are counted; a measured profile does not contain ions that have left the solid.

\section{Where the conclusion stops}

The uncorrected Lindhard--Scharff formula is too weak for boron in silicon, so the boron depths here are too large, and the sign-change energies depend on $k$. Raising boron's $k$ by a factor of 1.5 moves the 200 keV mean depth from 0.71 to 0.53 $\mu$m, the skewness from $-1.34$ to $-1.53$, and the sign change from 12 to 8 keV. Stopping proportional to velocity is nominally limited to ion speeds below $Z_1^{2/3}e^2/\hbar$, which means energies below about 2.3 MeV for boron and 200 MeV for arsenic; the energies used lie below these. Electronic straggling, crystal damage and diffusion are left out. So is channeling, which carries some ions deeper in a crystal and can offset a surface tail. Within the model, and for the two mass ratios compared at 200 keV, the sign of the skewness follows the stopping regime, and backscattering adjusts the size of boron's tail.

\section*{Numbers as computed}
\begin{verbatim}
silicon density = 50.0 atoms/nm^3
B: mass ratio mu=2.5512, gamma=0.8092, k=0.2163
B: eps per keV=0.112994, depth per rho=31.3007 nm
B: nominal velocity-stopping limit=2334 keV
B: largest single-collision angle=180.00 degrees
As: mass ratio mu=0.3749, gamma=0.7933, k=0.1159
As: eps per keV=0.004786, depth per rho=58.8553 nm
As: nominal velocity-stopping limit=196687 keV
As: largest single-collision angle=22.02 degrees
B: nuclear-only power-law (m=1/2) skewness=0.471
B 1 keV: eps=0.113, skewness=0.369
B 10 keV: eps=1.130, skewness=0.047
B 100 keV: eps=11.299, skewness=-0.919
B 200 keV: eps=22.599, skewness=-1.342
B 1000 keV: eps=112.994, skewness=-2.619
B: skewness changes sign at 11.9 keV
As: nuclear-only power-law (m=1/2) skewness=0.476
As 100 keV: eps=0.479, skewness=0.335
As 200 keV: eps=0.957, skewness=0.194
As 1000 keV: eps=4.786, skewness=-0.380
As 5000 keV: eps=23.930, skewness=-1.234
As 20000 keV: eps=95.718, skewness=-2.050
As: skewness changes sign at 389.1 keV
B 200 keV, backward collisions sent forward: skewness=-1.239
B 200 keV, backward collisions deleted: skewness=-1.222
B 200 keV third central moment, rho^3: full, sent forward, deleted = -125.2 -107.4 -97.2
As mass ratio with B k and eps: skewness=-1.375
B mass ratio with As k and eps: skewness=0.212
B eps=22.60: first-order third moment=-4974.5 rho^3
B: zero-strength limit=-4969.4 rho^3, first-order backward share=54.3%
As eps=95.72: first-order third moment=-4946.4 rho^3
As: zero-strength limit=-4947.7 rho^3, first-order backward share=-0.0%
B nuclear strength 0.001: third moment/strength=-4775.7 rho^3
B nuclear strength 0.01: third moment/strength=-3598.7 rho^3
B nuclear strength 0.1: third moment/strength=-1230.8 rho^3
B nuclear strength 1: third moment/strength=-125.4 rho^3
B 200 keV transport: mean=713.4 nm, deviation=142.0 nm
B 200 keV histories: mean=712.7 nm, deviation=142.4 nm
B 200 keV histories: skewness=-1.370 +/- 0.039
B 200 keV: crossed surface=0.13%, retained skewness=-1.236
B 200 keV: electronic bound=1376.0 nm, mean/bound=0.518
As 200 keV transport: mean=110.9 nm, deviation=37.5 nm
As 200 keV histories: mean=110.5 nm, deviation=37.8 nm
As 200 keV histories: skewness=0.221 +/- 0.018
As 200 keV: crossed surface=0.00%, retained skewness=0.221
As 200 keV: electronic bound=993.8 nm, mean/bound=0.112
As 20000 keV transport: mean=7300.6 nm, deviation=473.1 nm
As 20000 keV histories: mean=7299.9 nm, deviation=481.6 nm
As 20000 keV histories: skewness=-2.185 +/- 0.092
As 20000 keV: crossed surface=0.00%, retained skewness=-2.185
As 20000 keV: electronic bound=9938.5 nm, mean/bound=0.735
\end{verbatim}
